# The Eikonal Factor for Soft Photons from Feynman Diagrams and Classical Currents

When a process with charged external particles also emits one soft photon of momentum \(k\) and polarization \(\epsilon\), its tree amplitude is

\[
M_1=e\,S\cdot\epsilon^*\,M_0+O(k^0),\qquad
S^\mu=\sum_j\eta_jQ_j\frac{p_j^\mu}{p_j\cdot k}. \tag{1}
\]

Here \(M_0\) is the amplitude without the photon, \(p_j\) and \(eQ_j\) are the momentum and charge of particle \(j\), and \(\eta_j=+1\) for outgoing and \(-1\) for incoming particles. The leading term leaves every spin state unchanged and has the same form for every spin.

The same vector describes classical charges that move uniformly into a point and uniformly out of it. Their current has the Fourier transform

\[
\tilde j^\mu(k)=\int d^4x\,e^{ik\cdot x}j^\mu(x)=i\,e\,S^\mu. \tag{2}
\]

The eikonal factor therefore equals the transformed current up to a phase: \(e\,S\cdot\epsilon^*=-i\,\epsilon^*\cdot\tilde j\).

## Conventions and assumptions

The metric is \((+,-,-,-)\), \(\hbar=c=1\), and \(e^2=4\pi\alpha\). The covariant derivative is \(D_\mu=\partial_\mu+ieQA_\mu\), so that a current couples through \(L_{\rm int}=-j\cdot A\). Diagrams sum to \(iM\). The photon is real: \(k^2=0\), \(k\cdot\epsilon=0\), \(k^0=\omega\).

The limit is \(\omega\to0\) at fixed photon direction. The charged external particles are massive, so \(p_j\cdot k>0\) and each \(p_j\cdot k\) is proportional to \(\omega\). No other charged state is degenerate with an external one.

## First derivation: poles of the amplitude

**Which diagrams matter.** If an outgoing particle of final momentum \(p\) emits the photon, the line before emission carries \(p+k\), and its propagator has the denominator

\[
(p+k)^2-m^2=p^2+2p\cdot k+k^2-m^2=2p\cdot k .
\]

An incoming particle carries \(p-k\) after emission, with denominator \(-2p\cdot k\). Both vanish as \(\omega\to0\).

An internal line of momentum \(P\) and mass \(M\) has instead \((P+k)^2-M^2=P^2-M^2+2P\cdot k\). This stays finite provided that \(|P^2-M^2|\) is much larger than \(|2P\cdot k|\). Emission from internal lines and from contact vertices is then \(O(k^0)\), and the \(1/\omega\) term comes from the external legs.

The rest of the diagram is evaluated with a leg momentum shifted by \(k\). If it varies smoothly, replacing it by \(M_0\) costs a relative error \(O(k)\), hence \(O(k^0)\) in \(M_1\). The same holds for the small change of the other momenta needed to satisfy momentum conservation with and without the photon.

**Spin 0.** The part of \(|D\phi|^2\) linear in \(A\) is

\[
ieQA^\mu\left[(\partial_\mu\phi^*)\phi-\phi^*\partial_\mu\phi\right].
\]

For an incoming wave \(e^{-ip_1\cdot x}\) and an outgoing wave \(e^{ip_2\cdot x}\) the derivatives give \(ip_2\) and \(-ip_1\). The bracket becomes \(i(p_1+p_2)_\mu\), and the vertex is \(-ieQ(p_1+p_2)^\mu\). An outgoing leg contributes

\[
(-ieQ)(2p+k)\cdot\epsilon^*\,\frac{i}{2p\cdot k}
=eQ\,\frac{p\cdot\epsilon^*}{p\cdot k},
\]

because \(k\cdot\epsilon^*=0\) and \((-i)(i)=1\). For an incoming leg,

\[
(-ieQ)(2p-k)\cdot\epsilon^*\,\frac{i}{-2p\cdot k}
=-eQ\,\frac{p\cdot\epsilon^*}{p\cdot k}.
\]

The sign \(\eta_j\) is thus the sign of the propagator denominator.

**Spin 1/2.** The vertex is \(-ieQ\gamma^\mu\) and the propagator is \(i(\slashed q+m)/(q^2-m^2)\). An outgoing particle, whose spinor is \(\bar u(p)\) in \(M_0\), now contributes

\[
eQ\,\frac{\bar u(p)\,\slashed\epsilon^*(\slashed p+\slashed k+m)}{2p\cdot k}.
\]

Use \(\slashed\epsilon^*\slashed p=2p\cdot\epsilon^*-\slashed p\slashed\epsilon^*\) and \(\bar u\slashed p=m\bar u\):

\[
\bar u\slashed\epsilon^*(\slashed p+m)
=2p\cdot\epsilon^*\,\bar u-m\bar u\slashed\epsilon^*+m\bar u\slashed\epsilon^*
=2p\cdot\epsilon^*\,\bar u .
\]

The leg therefore gives

\[
eQ\,\bar u(p)\left[\frac{p\cdot\epsilon^*}{p\cdot k}
+\frac{\slashed\epsilon^*\slashed k}{2p\cdot k}\right]. \tag{3}
\]

The first term is the scalar result multiplying the original spinor. The second acts on the spin, but its numerator contains one power of \(k\), so it is \(O(k^0)\). For an incoming particle the same steps, with \(\slashed pu=mu\), give

\[
-eQ\,\frac{(\slashed p-\slashed k+m)\slashed\epsilon^*u}{2p\cdot k}
=-eQ\left[\frac{p\cdot\epsilon^*}{p\cdot k}
-\frac{\slashed k\slashed\epsilon^*}{2p\cdot k}\right]u .
\]

For an outgoing antiparticle the momentum along the fermion line is \(-p-k\). If the field has charge \(Q_f\), the numerator is \(eQ_f(-\slashed p-\slashed k+m)\slashed\epsilon^*v(p)\). Since \(\slashed pv=-mv\),

\[
(-\slashed p+m)\slashed\epsilon^*v
=-2p\cdot\epsilon^*v+\slashed\epsilon^*(\slashed p+m)v
=-2p\cdot\epsilon^*v .
\]

The factor is \(-eQ_f\,p\cdot\epsilon^*/(p\cdot k)\), which is the outgoing rule with the antiparticle's own charge \(-Q_f\). An incoming antiparticle has the opposite denominator and hence the opposite sign. In (1), \(Q_j\) is therefore always the physical charge.

**Any spin.** Close to its pole, a propagator is \(i\) times the sum over physical spin states divided by \(q^2-m^2\). An outgoing leg thus requires the current between one-particle states, which at leading order may be taken at equal momenta:

\[
-ie\,\epsilon^*_\mu\langle p,s|J^\mu|p,s'\rangle\,\frac{i}{2p\cdot k}.
\]

Here \(eJ^\mu\) is the electromagnetic current, and \(s'\) is summed with the corresponding \(M_0\). Two facts determine this matrix element.

First, \(\int d^3x\,J^0\) measures the charge \(Q\). With states normalized to \(2E(2\pi)^3\delta^3(\mathbf p'-\mathbf p)\), this gives \(J^0=2mQ\,\delta_{ss'}\) for a particle at rest.

Second, let the current transfer a small momentum \(\mathbf q\) to a particle at rest. The energy transfer is \(q^0=\sqrt{m^2+\mathbf q^2}-m\simeq\mathbf q^2/2m\). Current conservation, \(q^0J^0-\mathbf q\cdot\mathbf J=0\), divided by \(|\mathbf q|\), reads

\[
\hat{\mathbf q}\cdot\mathbf J\simeq\frac{|\mathbf q|}{2m}J^0\to0 .
\]

Tree vertices are smooth at \(\mathbf q=0\), so \(\mathbf J\) has a single limit there. Its component along every direction \(\hat{\mathbf q}\) vanishes, hence \(\mathbf J=0\). A boost of the rest-frame vector \((2mQ,\mathbf 0)\) yields

\[
\langle p,s|J^\mu|p,s'\rangle=2Q\,p^\mu\,\delta_{ss'}. \tag{4}
\]

Insertion gives \(eQ\,p\cdot\epsilon^*/(p\cdot k)\) again. A magnetic moment couples to the photon's field strength, which carries an extra power of \(k\), and so it cannot enter at this order.

Spin 1 illustrates this. The derivative terms of the free Lagrangian, \(-\tfrac12|\partial_\mu W_\nu-\partial_\nu W_\mu|^2\), become in momentum space

\[
-(p_2\cdot p_1)(W_2^*\cdot W_1)+(p_2\cdot W_1)(p_1\cdot W_2^*).
\]

Minimal coupling replaces each \(p_i\) by \(p_i-eQA\). The terms linear in \(A\) are

\[
eQ\left[(p_1+p_2)\cdot A\,W_2^*\cdot W_1-(A\cdot W_1)(p_1\cdot W_2^*)-(p_2\cdot W_1)(A\cdot W_2^*)\right].
\]

At \(p_1=p_2=p\) the last two vanish because \(p\cdot W=0\). With \(W_2^*\cdot W_1=-\delta_{ss'}\) the result is \(-2eQ\,p\cdot A\,\delta_{ss'}\), in agreement with (4) and \(L_{\rm int}=-j\cdot A\).

**The sum.** Adding all legs gives (1). Replacing \(\epsilon^*\) by \(k\) turns each ratio into 1:

\[
k\cdot S=\sum_j\eta_jQ_j=0 .
\]

This is charge conservation. It makes the factor independent of the choice \(\epsilon\to\epsilon+ck\), although the contribution of a single leg does depend on it.

## Second derivation: the current of a kinked path

Now let the charges follow prescribed classical paths. Particle \(j\) has four-velocity \(u_j=p_j/m_j\) and lies on the straight line \(x=u_j\tau\), with \(\tau<0\) if incoming and \(\tau>0\) if outgoing. The current is

\[
j^\mu(x)=e\sum_jQ_j\int_{(j)}d\tau\,u_j^\mu\,\delta^4(x-u_j\tau),
\]

where \((j)\) denotes the appropriate half-line. The delta function makes the Fourier transform immediate:

\[
\tilde j^\mu(k)=e\sum_jQ_ju_j^\mu\int_{(j)}d\tau\,e^{ik\cdot u_j\tau}.
\]

These integrals oscillate at infinite proper time. The charges do not end there, so the far ends should not radiate. This is expressed by switching the current off slowly with \(e^{-\delta|\tau|}\) and letting \(\delta\to0^+\):

\[
\int_0^\infty d\tau\,e^{(ik\cdot u-\delta)\tau}=\frac{1}{\delta-ik\cdot u}\to\frac{i}{k\cdot u},
\]

\[
\int_{-\infty}^0d\tau\,e^{(ik\cdot u+\delta)\tau}=\frac{1}{\delta+ik\cdot u}\to-\frac{i}{k\cdot u}.
\]

Both results are \(i\eta_j/(k\cdot u_j)\). Since \(u_j^\mu/(k\cdot u_j)=p_j^\mu/(k\cdot p_j)\), the masses cancel and (2) follows.

To obtain a photon amplitude, couple this source to the quantized field. The first-order term of the evolution operator is \(-i\int d^4x\,j\cdot A\), and \(\langle k,\epsilon|A_\mu(x)|0\rangle=\epsilon_\mu^*e^{ik\cdot x}\). Hence

\[
\langle k,\epsilon|{-i}\!\int\! d^4x\,j\cdot A|0\rangle
=-i\,\epsilon^*\cdot\tilde j(k)=-i(ie)\,S\cdot\epsilon^*=e\,S\cdot\epsilon^* .
\]

This is the factor in (1), including its sign.

**When a turn counts as a kink.** Consider one charge whose velocity \(\mathbf v(t)\) changes smoothly during a time \(T\). Choose \(\epsilon^0=0\) and define the phase \(\varphi(t)=\omega t-\mathbf k\cdot\mathbf r(t)\), so that \(\dot\varphi=\omega(1-\mathbf n\cdot\mathbf v)\) with \(\mathbf n=\mathbf k/\omega\). Writing \(e^{i\varphi}=(i\dot\varphi)^{-1}d(e^{i\varphi})/dt\) and integrating by parts, with the ends switched off slowly,

\[
\int dt\,\mathbf v\cdot\boldsymbol\epsilon^*\,e^{i\varphi}
=i\int dt\,e^{i\varphi}\,\frac{d}{dt}\!\left[\frac{\mathbf v\cdot\boldsymbol\epsilon^*}{\omega(1-\mathbf n\cdot\mathbf v)}\right].
\]

The integrand on the right is nonzero only while the velocity changes. If the turn occurs near the origin and \(\varphi\) remains small throughout it, then \(e^{i\varphi}\simeq1\), and the integral is the final bracket minus the initial one. That is the eikonal result. A sufficient condition is \(\omega(1-\mathbf n\cdot\mathbf v)T\ll1\) for every velocity met during the turn. For slower turns, contributions from different parts of the turn have different phases, and the kink formula in general fails. Its magnitude can still hold approximately if the bracket changes mainly during a short part of the turn, as for a fast charge and a photon close to its exit direction; the phase then has to stay nearly constant only over that part.

## What each derivation assumes

The two calculations agree leg by leg. For an outgoing leg,

\[
\frac{i}{2p\cdot k}=\frac{1}{2m}\int_0^\infty d\tau\,e^{ik\cdot u\tau},
\]

and for an incoming one \(i/(-2p\cdot k)\) is the same expression integrated over \(\tau<0\). The quantum propagator near its pole is thus the phase integral along a classical half-line. Multiplying by the vertex \(-2ieQ\,p\cdot\epsilon^*\) and using \(p/m=u\) reproduces the contribution of that half-line to \(-i\epsilon^*\cdot\tilde j\).

The assumptions differ.

- The diagrammatic derivation needs no path in the interaction region. It needs isolated one-particle poles, a smooth \(M_0\), and internal lines far enough off shell. It establishes spin independence and shows where corrections begin.
- The classical derivation prescribes the paths. It therefore neglects recoil from the outset, contains no spin, and treats the interaction region as a point. It gives the physical picture: radiation comes from the change of velocity, and a charge whose velocity does not change gives \(S=0\).

Smoothness of \(M_0\) in the first derivation plays the part of the short turning time in the second. In both, the photon must not resolve the hard process.

Massless charges need extra care at small angles. For an energetic particle of mass \(m\) and a photon at small angle \(\theta\),

\[
p\cdot k=\omega E(1-\beta\cos\theta)\simeq\tfrac12\,\omega E\left(\theta^2+m^2/E^2\right).
\]

With \(m=0\) this vanishes at \(\theta=0\) even when \(\omega\) is finite. For \(\epsilon^0=0\) the numerator obeys \(|p\cdot\epsilon^*|\le|\mathbf p|\sin\theta\), with equality for linear polarization in the plane of \(\mathbf p\) and \(\mathbf k\). For that polarization the factor of the leg grows as \(1/(\omega\theta)\); for polarization normal to the plane it vanishes. Equation (1) is still the leading term at each \(\theta>0\). Its \(O(k^0)\) remainder, however, contains this factor times the relative \(O(\omega)\) change of \(M_0\). That change need not vanish as \(\theta\to0\): a photon emitted along an incoming charge, for example, reduces the momentum that enters the hard process. In such a case the remainder grows as \(1/\theta\) and is not bounded uniformly in angle. The squared factor, integrated with \(\theta\,d\theta\), diverges logarithmically as \(\theta\to0\). A collinear photon with \(\omega\) comparable to \(E\) also causes strong recoil, which (1) neglects.

## An electron deflected by 60 degrees

Let an electron of total energy \(E=1\) MeV and momentum \(|\mathbf p|=0.8596\) MeV move along \(z\). A static neutral scalar source of Yukawa form, with inverse range 0.5 MeV, deflects it by \(60^\circ\) in the \(xz\) plane. These are model parameters. The photon has \(\omega=0.01\) MeV, direction \(-x\), and polarization along \(z\). Then

\[
p\cdot k=\omega E=0.01000\ \mathrm{MeV}^2,
\]

\[
p'\cdot k=\omega(E+|\mathbf p|\sin60^\circ)=0.01744\ \mathrm{MeV}^2 .
\]

The metric gives \(p\cdot\epsilon=-0.8596\) MeV and \(p'\cdot\epsilon=-0.4298\) MeV. With \(Q=-1\),

\[
S\cdot\epsilon=-\left[\frac{-0.4298}{0.01744}-\frac{-0.8596}{0.01000}\right]
\simeq-61.3\ \mathrm{MeV}^{-1},
\]

and \(e\,S\cdot\epsilon=0.3028\times(-61.3)\simeq-18.6\ \mathrm{MeV}^{-1}\).

The numerical check compares this with complete tree amplitudes that include the electron's energy loss. Particles of electron mass but different spin are used. In the complete amplitude the outgoing direction is held at \(60^\circ\) and the final energy is \(E-\omega\), while \(M_0\) and \(S\) are evaluated at the elastic momenta, with both energies equal to \(E\). The size of the \(O(k^0)\) remainder depends on this choice: with the final energy \(E-\omega\) in \(M_0\) and \(S\), the spin-0 entry at \(10^{-2}\) MeV drops from 2.6% to 1.5%. The deviation, relative to the norm of the eikonal amplitude, is as follows, where \(g\) is the gyromagnetic ratio.

| Particle | \(\omega=10^{-2}\) MeV | \(\omega=10^{-4}\) MeV |
|---|---|---|
| spin 0 | 2.6% | 0.026% |
| spin 1/2, \(g=2\) | 2.1% | 0.021% |
| spin 1, \(g=1\) | 2.4% | 0.024% |
| spin 1, \(g=2\) | 2.0% | 0.020% |

The deviation falls in proportion to \(\omega\), consistent with the \(O(k^0)\) remainder in (1). The two spin-1 cases have the same \(M_0\), so their difference shows the magnetic moment entering at the next order.

For spin 1/2, \(g=3\) gives the same deviations as \(g=2\) in this geometry. The reason is a cancellation. In the rest frame of either electron leg, the photon's magnetic field is normal to the scattering plane and proportional to \(p\cdot k\). Division by the propagator denominator removes that factor, leaving equal multiples of \(\sigma_y\) with opposite signs for the two legs. The scalar-source amplitude is

\[
\bar u'u\propto(E'+m)(E+m)-\mathbf p'\cdot\mathbf p-i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p),
\]

which contains just 1 and \(\sigma_y\) and commutes with \(\sigma_y\), so the terms cancel. For the oblique photon direction \((0.48,0.60,0.64)\) with polarization \((0.80,0,-0.60)\) they do not: the \(g=3\) and \(g=2\) amplitudes, divided by \(eQ\), then differ by about \(0.11\ \mathrm{MeV}^{-1}\) times the norm of \(M_0\), nearly independent of \(\omega\).

Quadrature of the kinked current gives \(-i\omega\,\epsilon\cdot\tilde j/e=-0.6132\), equal to \(\omega S\cdot\epsilon\) at the printed precision. If the velocity instead changes as \(\tanh(t/T)\), the magnitude relative to the sharp kink is 0.993, 0.549 and 0.042 for \(\omega T=0.1\), 1 and 3.

**Number of photons.** At first order, the emission probability relative to the process without a photon is

\[
dN=\frac{d^3k}{(2\pi)^32\omega}\,e^2\sum_\epsilon|S\cdot\epsilon^*|^2 .
\]

For two transverse polarizations the sum is \(\mathbf S^2-(\mathbf n\cdot\mathbf S)^2\). Because \(k\cdot S=0\) means \(S^0=\mathbf n\cdot\mathbf S\), this equals \(-S^2\). For one deflected electron,

\[
-S^2=\frac{2p\cdot p'}{(p\cdot k)(p'\cdot k)}-\frac{m^2}{(p\cdot k)^2}-\frac{m^2}{(p'\cdot k)^2}.
\]

The average over photon directions of \(\omega^2/(P\cdot k)^2\), for timelike \(P\), is

\[
\frac12\int_{-1}^1\frac{dc}{(P^0-|\mathbf P|c)^2}=\frac{1}{P^2}.
\]

Each of the last two terms therefore averages to \(-1/\omega^2\). For the first, use \(1/(ab)=\int_0^1dx\,[xa+(1-x)b]^{-2}\), which leads to \(P=xp+(1-x)p'\). Define \(\xi=|\mathbf q|/(2m)\) with \(\mathbf q=\mathbf p'-\mathbf p\). At equal energies \(p\cdot p'=m^2(1+2\xi^2)\), so \(P^2=m^2[1+4\xi^2x(1-x)]\). With \(y=2x-1\),

\[
I=\int_0^1\frac{dx}{1+4\xi^2x(1-x)}
=\int_0^1\frac{dy}{1+\xi^2-\xi^2y^2}
=\frac{\operatorname{asinh}\xi}{\xi\sqrt{1+\xi^2}} .
\]

The prefactor is \(4\pi e^2/(16\pi^3)=\alpha/\pi\), hence

\[
\omega\frac{dN}{d\omega}=\frac{2\alpha}{\pi}\left[(1+2\xi^2)I-1\right]. \tag{5}
\]

Here \(\xi=0.8411\), so \(I\simeq0.6956\) and the bracket is \(2.415\times0.6956-1\simeq0.680\). The result is \(\omega\,dN/d\omega\simeq0.00316\), or 0.0073 photons per factor of ten in energy. For small \(\xi\), \(I\simeq1-2\xi^2/3\) and (5) tends to \(8\alpha\xi^2/(3\pi)\), which vanishes with the deflection.

Since \(dN\propto d\omega/\omega\), the integrated number grows logarithmically as the lower energy limit is reduced. Once it is no longer small, first order in the emission is insufficient, even though (1) remains the correct soft limit of the tree amplitude.

## Values computed for the example and the checks

```
electron mass: 0.510999 MeV
fine-structure constant: 0.00729735; e = 0.302822 (dimensionless)
total energy E: 1.000 MeV; momentum |p|: 0.859581 MeV
speed: 0.859581 c; deflection: 60.0 degrees
inverse range of the source: 0.500 MeV
photon energy for the next lines: 0.0100 MeV
p.k incoming: 0.0100000 MeV^2
p'.k outgoing: 0.0174442 MeV^2
p.eps incoming: -0.859581 MeV
p'.eps outgoing: -0.429791 MeV
S.eps with Q=-1: -61.32010 MeV^-1
e S.eps with Q=-1: -18.56908 MeV^-1
relative deviation of full amplitude from eikonal form (pure number)
photon energies (MeV): 1e-02, 1e-03, 1e-04
  spin 0       : 2.622e-02, 2.601e-03, 2.598e-04
  spin 1/2, g=2: 2.077e-02, 2.062e-03, 2.060e-04
  spin 1/2, g=3: 2.077e-02, 2.062e-03, 2.060e-04
  spin 1,   g=1: 2.402e-02, 2.374e-03, 2.372e-04
  spin 1,   g=2: 1.997e-02, 1.984e-03, 1.982e-04
norm of [M1(g=3)-M1(g=2)]/(eQ), spin 1/2, over norm of M0, MeV^-1:
  oblique photon direction: (0.48, 0.60, 0.64), polarization: (0.80, 0.00, -0.60)
  oblique: 0.10812, 0.11085, 0.11112
  in the scattering plane: 0.00000, 0.00000, 0.00000
kinked path, times photon energy, divided by e (pure numbers):
  -i eps.j from quadrature: -0.613201 (real part)
  -i eps.j from quadrature: 6.0e-16 (imaginary part)
  S.eps from the eikonal formula: -0.613201
rounded turn, |eps.j| relative to the sharp kink (pure number):
  photon energy times T = 0.1: 0.9929
  photon energy times T = 1.0: 0.5493
  photon energy times T = 3.0: 0.0422
xi = |q|/(2m): 0.841079 (pure number)
omega dN/domega, angular quadrature: 0.0031573 (pure number)
omega dN/domega, closed formula: 0.0031573 (pure number)
photons per factor 10 in energy: 0.007270
```
